Energy-weighted oscillator-strength sum for a spherical one-electron atom

When the energy spread of a fast ion beam is computed, one has to decide whether the target electrons may be treated as free and at rest. If they may, a collision that transfers momentum ħq costs the energy ħ²q²/2m, and the spread follows at once. If they may not, the spread acquires a term from the electrons' motion. For a spherical one-electron atom this term needs one number from the atomic calculation, the mean kinetic energy, and no excited states.

**Definitions and result**

One nonrelativistic electron of mass m moves around a fixed nucleus:

H = p²/2m + V(r), H|n⟩ = ε_n|n⟩.

V is a local central potential, that is, a function of r which multiplies the wave function. The initial state |0⟩ is a normalised bound s state. Define

ρ = exp(iq·r), Q = ħ²q²/2m, E_n = ε_n − ε₀,

F_n(Q) = (E_n/Q) |⟨n|ρ|0⟩|².

Q is the recoil energy of a free electron initially at rest. F_n is the generalized oscillator strength. Sums over n run over all bound states and include an integral over the continuum. The result is

Σ E_n F_n(Q) = Q + (4/3)⟨T⟩, ⟨T⟩ = ⟨0|p²|0⟩/2m, Q > 0. (1)

The sum carries one factor E_n beyond the one already inside F_n.

**Proof**

Inserting the definition of F_n gives

Σ E_n F_n = (1/Q) Σ E_n² |⟨n|ρ|0⟩|². (2)

One factor E_n can be absorbed into each matrix element. H acts to the left on ⟨n| and to the right on |0⟩, so

E_n⟨n|ρ|0⟩ = ⟨n|(Hρ − ρH)|0⟩ = ⟨n|[H,ρ]|0⟩.

The states |n⟩ are complete, and therefore

Σ E_n² |⟨n|ρ|0⟩|² = Σ |⟨n|[H,ρ]|0⟩|² = ‖[H,ρ]|0⟩‖². (3)

This step needs Hρ|0⟩ to have a finite norm. For Coulomb and screened Coulomb potentials, H can act on every state ψ for which p²ψ is square integrable. Multiplication by ρ preserves that property, because p²(ρψ) = ρ(p + ħq)²ψ contains only p²ψ, pψ and ψ.

To find the commutator, note that V commutes with ρ, since both are functions of position. The momentum operator differentiates the exponential, so pρ = ρ(p + ħq). Applying this twice gives

[H,ρ] = (1/2m)(p²ρ − ρp²)
= (1/2m) ρ[(p + ħq)² − p²]
= (1/2m) ρ[2ħq·p + ħ²q²]
= ρA, A = Q + ħq·p/m. (4)

Here q is a fixed vector, so q·p = p·q. Since |ρ| = 1, the factor ρ does not change a norm. A is Hermitian, hence

‖ρA|0⟩‖² = ⟨A²⟩ = Q² + (2Qħ/m)⟨q·p⟩ + (ħ²/m²)⟨(q·p)²⟩. (5)

Angle brackets denote the mean in |0⟩. An s state has even parity, so ⟨p⟩ = 0. It is also unchanged by rotations, so p_x², p_y² and p_z² have equal means, each ⟨p²⟩/3. Taking one axis along q,

⟨(q·p)²⟩ = q²⟨p²⟩/3 = (2m/3) q²⟨T⟩.

The last term of (5) becomes

(ħ²/m²)(2m/3) q²⟨T⟩ = (4/3)(ħ²q²/2m)⟨T⟩ = (4/3)Q⟨T⟩.

Thus ⟨A²⟩ = Q² + (4/3)Q⟨T⟩, and division by Q gives (1).

**What the term means**

The numbers |⟨n|ρ|0⟩|² add up to ⟨ρ†ρ⟩ = 1. They are the probabilities of the energies E_n after a sudden momentum kick ħq. The mean energy is

Σ E_n|⟨n|ρ|0⟩|² = ⟨ρ†[H,ρ]⟩ = ⟨A⟩ = Q. (6)

Dividing (6) by Q gives the ordinary sum rule Σ F_n = 1. From (5) and (6), the variance of the energy after the kick is

⟨A²⟩ − Q² = (4/3)Q⟨T⟩.

A classical electron with velocity u gives the same picture. The kick raises its kinetic energy by Q + ħq·u. The first term is common to all electrons, and the second is a Doppler shift that averages to zero but has a nonzero square. Binding enters the first two moments through the velocity distribution alone.

This stops at the third moment. From (4), ρ†Hρ = H + A, so for smooth V

Σ E_n³|⟨n|ρ|0⟩|² = ⟨A(H + A − ε₀)A⟩
= ⟨A³⟩ + ½⟨[A,[H,A]]⟩
= ⟨A³⟩ + (ħ⁴/2m²)⟨(q·∇)²V⟩.

The second line uses (H − ε₀)|0⟩ = 0. The third uses [H,A] = (iħ²/m) q·∇V. The gradient of the force now appears explicitly, so a model that reproduces (1) need not have the right shape of the energy spectrum.

**Small and large recoil**

For small q, orthogonality removes the leading 1 from ρ in every transition with n ≠ 0, and ⟨n|ρ|0⟩ → iq⟨n|x|0⟩, with x measured along q. Then F_n tends to the optical oscillator strength

f_n = (2mE_n/ħ²)|⟨n|x|0⟩|².

Since [H,x] = −iħp_x/m, the sum can be evaluated directly at this limit:

Σ E_n f_n = (2m/ħ²)‖[H,x]|0⟩‖² = (2/m)⟨p_x²⟩ = (4/3)⟨T⟩.

This agrees with (1) at Q → 0. In this limit the electron at rest is a useless model for the sum, because it predicts zero. For Q much larger than ⟨T⟩ the ratio of the sum to Q tends to 1. The difference stays at (4/3)⟨T⟩, but its size relative to Q, 4⟨T⟩/3Q, becomes small. The two terms are equal at Q = (4/3)⟨T⟩.

**When the state is not spherical**

Without the symmetry argument, (5) divided by Q reads

Σ E_n F_n = Q + (2ħ/m)⟨q·p⟩ + 4⟨T_q⟩, (7)

where T_q = (q·p)²/(2mq²) is the kinetic energy of motion along q. Equation (1) is the case ⟨T_q⟩ = ⟨T⟩/3.

The hydrogen 2p states show the difference. Their mean kinetic energy is a quarter of the 1s value, 3.4014 eV. Let q lie along z, and let c be the cosine of the angle between p and z. The momentum distribution is proportional to c² for m = 0 and to 1 − c² for m = ±1 (here m is the magnetic quantum number). The fraction of kinetic energy along z is the mean of c²:

m = 0: ∫c⁴dc / ∫c²dc = (2/5)/(2/3) = 3/5,
m = ±1: ∫c²(1 − c²)dc / ∫(1 − c²)dc = (4/15)/(4/3) = 1/5,

with c running from −1 to 1. By (7), the term added to Q is

m = 0: 4 × (3/5) × 3.4014 = 8.163 eV,
m = ±1: 4 × (1/5) × 3.4014 = 2.721 eV.

Neither equals (4/3)⟨T⟩ = 4.535 eV. The average over the three states does: (8.163 + 2 × 2.721)/3 = 4.535 eV. Equation (1) may therefore be used for a randomly oriented p state. For an aligned one the added term depends on the direction of q, and (7) is needed.

A nonlocal potential is a separate cause of failure. It does not commute with ρ, so [V,ρ] must be added to (4). This matters when V contains exchange or a nonlocal pseudopotential.

**Numbers for hydrogen**

The 1s function is proportional to exp(−r/a), with a the Bohr radius. Its gradient has magnitude ψ/a, so

⟨T⟩ = (ħ²/2m)∫|∇ψ|²d³r = ħ²/2ma² = 13.6057 eV,

and (4/3)⟨T⟩ = 18.141 eV. At Q = 10 eV the sum is 28.141 eV.

The sum can also be built from an explicit spectrum. With q along z,

exp(iq·r) = Σ_l i^l (2l + 1) j_l(qr) P_l(cos θ).

Starting from an s state, the angular integral for final angular momentum l is √(2l + 1), apart from a phase. With radial functions u = r × R(r),

|⟨nl|ρ|0⟩|² = (2l + 1) |∫u_nl j_l(qr) u₀ dr|².

The radial Hamiltonian was diagonalized in 60 Laguerre functions for each l from 0 to 24. States with positive energy then form a discrete stand-in for the continuum. The summed spectrum and formula (1) give:

Q = 1 eV: 19.140 and 19.141 eV
Q = 10 eV: 28.140 and 28.141 eV
Q = 100 eV: 118.140 and 118.141 eV

In the printed digits the two differ by 0.001 eV at each Q.

The extra factor E_n shifts the weight towards high energies. At Q = 10 eV the n = 2 level, with E = 10.2043 eV, has F = 0.10127. It supplies 10.1% of Σ F_n but only 0.10127 × 10.2043 = 1.033 eV, or 3.7%, of the energy-weighted sum. A basis chosen for the lowest excitations is therefore a poor guide to convergence here.

A second potential shows which atomic energy belongs in the formula. In atomic units take V = −2 exp(−r/2)/r. The same method, with the length scale of the basis halved, gives ε₀ = −31.665 eV and ⟨T⟩ = 50.474 eV. At Q = 10 eV the formula gives 77.299 eV and the spectrum 77.297 eV. Putting the binding energy in place of ⟨T⟩ would give 10 + (4/3) × 31.665 = 52.2 eV. The two energies coincide for the hydrogen ground state, but not for this potential.

**From the sum to energy straggling**

Let a fast ion of charge Z₁e, mass M and velocity v excite the atom. In the first Born approximation the ion is a plane wave before and after the collision. Its interaction with the electron has the Fourier transform

∫exp(iq·R) Z₁e²/|R − r| d³R = (4πZ₁e²/q²) ρ,

up to sign, with e² in Gaussian form. The ion–nucleus term does not depend on r and drops out for n ≠ 0 by orthogonality. With ion wave numbers k and k′,

dσ_n = (M²/4π²ħ⁴)(k′/k)(4πZ₁e²/q²)² |⟨n|ρ|0⟩|² dΩ.

From q² = k² + k′² − 2kk′cos θ, integration over azimuth gives dΩ = π d(q²)/(kk′). Using k = Mv/ħ,

dσ_n = (4πZ₁²e⁴/ħ²v²) |⟨n|ρ|0⟩|² d(q²)/q⁴.

Finally q² = 2mQ/ħ² gives d(q²)/q⁴ = (ħ²/2m) dQ/Q², and

dσ_n = (2πZ₁²e⁴/mv²) |⟨n|ρ|0⟩|² dQ/Q². (8)

Let N be the number of atoms per unit area, in a layer thin enough for v to stay nearly constant. If collisions are independent, the number of events of each kind has a variance equal to its mean. An event of energy E_n then contributes E_n² times its mean number to the variance W of the energy loss. For recoils between Q₁ and Q₂,

W = K∫(dQ/Q²) Σ E_n²|⟨n|ρ|0⟩|²
= K∫(dQ/Q)[Q + (4/3)⟨T⟩]
= K[Q₂ − Q₁ + (4/3)⟨T⟩ ln(Q₂/Q₁)], K = 2πNZ₁²e⁴/mv². (9)

Electrons at rest give K(Q₂ − Q₁).

Equation (9) assumes that every final state can be reached. An ion with momentum transfer ħq loses ħq·v − ħ²q²/2M, so E_n cannot exceed ħqv = √(2mv²Q). Equivalently, Q must be at least E_n²/2mv². This is why (9) must not be continued to Q₁ = 0, where its logarithm diverges.

**Worked case: a 2 MeV proton**

Take Z₁ = 1, N = 10¹⁸ free hydrogen atoms per cm², Q₁ = 10 eV and Q₂ = 100 eV. The relativistic energy relation gives v/c = 0.0652, so mv² = 2171.5 eV for the electron mass. With e² = 1.44 × 10⁻⁷ eV cm,

K = 2π × 10¹⁸ × (1.44 × 10⁻⁷)²/2171.5 = 60.0 eV.

The two parts of the variance are

electrons at rest: 60.0 × 90 = 5400 eV²,
electron motion: 60.0 × 18.141 × ln 10 = 2506 eV².

The total is 7906 eV². At fixed ion velocity, layer and recoil range, the rms spread rises from 73.5 to 88.9 eV, or by 21%.

This percentage belongs to the chosen range. A heavy ion can give an electron at rest up to 2mv² = 4343 eV. All recoils up to that limit would give K × 4343 ≈ 2.6 × 10⁵ eV² for electrons at rest, and 98% of this comes from recoils above 100 eV. The motion term found above, which covers only recoils from 10 to 100 eV, is about 1% of it. Taken over all recoils and energies that the kinematics allows, electron motion raises the variance by about 3%. Motion thus matters for a calculation that resolves soft collisions, while hard collisions dominate the electronic variance of this fast proton. These collisions are rare in so thin a layer: recoils above 1 keV supply about three quarters of the variance but occur only about 0.05 times per proton. The loss distribution is then strongly skewed, and its rms value is not the width of its peak.

The kinematic limit was sized by interpolating the cumulative energy-weighted strength between the basis states. At Q = 10 eV the largest reachable energy is 208 eV, and 2.7% of the sum lies above it. Over the whole range the loss is about 0.8% of the variance. Other neglected effects have these scales: e²/ħv = 0.11 for the Born approximation, (v/c)² = 0.4% for the projectile, ⟨T⟩/mc² = 2.7 × 10⁻⁵ for the bound electron, and 5 × 10⁻⁴ for the electron-to-proton mass ratio. These are expansion parameters, not computed corrections. The mass ratio measures recoil of the nucleus only within the chosen range. Over all momentum transfers, rare large-angle scattering from a free hydrogen nucleus adds a variance that the classical Rutherford formula puts at a quarter of the electronic one, and a fixed nucleus leaves it out.

**Relation to a real implant**

Protons of a few MeV are used for deep implants in silicon power devices, so the ion energy is realistic. The target is not: 10¹⁸ atoms/cm² corresponds to roughly 0.2 µm of silicon, far less than the range of such a proton, and silicon has 14 electrons per atom in shells and bonds. The 21% must not be transferred to it. Real hydrogen gas already breaks the assumption of free atoms. A restricted Hartree–Fock calculation for H₂, in the cc-pVTZ basis at a bond length of 0.74 Å, gives ⟨T⟩ = 15.29 eV per electron, 12.4% above the free atom. The larger cc-pVQZ basis gives 15.33 eV. Electron correlation matters more: a full two-electron calculation in that larger basis gives 15.99 eV, 17.5% above the free atom. In cc-pVTZ it gives 15.95 eV, so the correlated value still shifts by about 0.04 eV between the two basis sets. Nuclear motion is omitted throughout. If (9) is applied to each electron with the Hartree–Fock value of 15.29 eV, for random orientation and without terms that couple the two electrons, the motion term grows by about 310 eV². The total variance then rises by about 4%, and the rms spread from 88.9 to about 90.6 eV. With the correlated value of 15.99 eV the motion term grows by about 440 eV² instead, and the rms spread becomes about 91.3 eV. That figure still leaves out the terms that couple the two electrons. They vanish for the Hartree–Fock state, in which both electrons occupy the same real orbital independently, but not for the correlated state. There they add about 215 eV² over this recoil range, averaged over orientation, and bring the rms spread to about 92.5 eV. A correlated ⟨T⟩ alone is therefore not enough for a correlated spread.
